# Spectral collapse in the two-photon Rabi model: a program that tests the result

```python
"""Two-photon Rabi model, hbar = 1, energies in units of the mode frequency omega:
    H = a^dag a + (split/2) sigma_z + g sigma_x (a^2 + a^dag^2)
Result under test: discrete spectrum for g < 1/2; at g = 1/2 a continuum from
-1/2 upward, with one discrete level left below it if 0 < split <= 1;
no lower bound for g > 1/2.
x = (a + a^dag)/sqrt2, p = (a - a^dag)/(i sqrt2); r is a squeezing parameter;
kappa is the depth of the surviving level below the continuum edge -1/2.
"""
import numpy as np
import sympy as sp
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh_tridiagonal, expm
from scipy.optimize import brentq, minimize_scalar

EDGE = -0.5
SPLIT = 0.8


def chains(g, split, size):
    """Four invariant chains: photon number changes by 2 as the qubit flips."""
    k = np.arange(size)
    for parity in (0, 1):
        n = parity + 2.0 * k
        hop = g * np.sqrt((n[:-1] + 1) * (n[:-1] + 2))
        for sign in (1, -1):
            yield n + sign * (-1.0) ** k * split / 2, hop


def lowest(g, split, count, size):
    parts = [eigh_tridiagonal(d, e, eigvals_only=True, select='i',
                              select_range=(0, count - 1),
                              lapack_driver='stebz')
             for d, e in chains(g, split, size)]
    return np.sort(np.concatenate(parts))[:count]


def window(g, split, low, high, size):
    parts = [eigh_tridiagonal(d, e, eigvals_only=True, select='v',
                              select_range=(low, high),
                              lapack_driver='stebz')
             for d, e in chains(g, split, size)]
    return np.sort(np.concatenate(parts))


# Quadrature form, from ladder operators acting on an arbitrary function
X, G, nu = sp.symbols('x g nu', real=True)
f = sp.Function('f')(X)
lower = lambda u: (X * u + sp.diff(u, X)) / sp.sqrt(2)
raise_ = lambda u: (X * u - sp.diff(u, X)) / sp.sqrt(2)
for s in (1, -1):
    direct = raise_(lower(f)) + s * G * (lower(lower(f)) + raise_(raise_(f)))
    half = sp.Rational(1, 2)
    quadratic = ((half + s * G) * X**2 * f
                 - (half - s * G) * sp.diff(f, X, 2) - half * f)
    assert sp.simplify(sp.expand(direct - quadratic)) == 0

# Chain decomposition against the full operator matrix
cut = 40
a_small = np.diag(np.sqrt(np.arange(1.0, cut)), 1)
pair_small = a_small @ a_small + a_small.T @ a_small.T
full = (np.kron(np.eye(2), np.diag(np.arange(cut) * 1.0))
        + SPLIT / 2 * np.kron(np.diag([1.0, -1.0]), np.eye(cut))
        + 0.3 * np.kron(np.array([[0.0, 1.0], [1.0, 0.0]]), pair_small))
joined = np.sort(np.concatenate([eigh_tridiagonal(d, e, eigvals_only=True)
                                 for d, e in chains(0.3, SPLIT, cut // 2)]))
assert np.allclose(np.linalg.eigvalsh(full), joined, atol=1e-10)

# Squeezing makes each qubit branch diagonal
g_demo = 0.3
dim = 200
a = np.diag(np.sqrt(np.arange(1.0, dim)), 1)
pair = a @ a + a.T @ a.T
gap_demo = np.sqrt(1 - 4 * g_demo**2)
r_demo = 0.5 * np.arctanh(2 * g_demo)
for s in (1, -1):
    squeeze = expm(0.5 * s * r_demo * (a @ a - a.T @ a.T))
    turned = squeeze.T @ (np.diag(np.arange(dim) * 1.0)
                          + s * g_demo * pair) @ squeeze
    target = np.diag(gap_demo * (np.arange(10) + 0.5) - 0.5)
    assert np.allclose(turned[:10, :10], target, atol=1e-8)
print(f"g = {g_demo} omega: squeezing r = {r_demo:.4f}, "
      f"spacing = {gap_demo:.4f} omega")

# Levels below the collapse and their approach to the critical values
BIG = 20000
critical = lowest(0.5, SPLIT, 1, BIG)[0]
print(f"qubit splitting = {SPLIT} omega; energies below in omega")
previous = np.inf
for g in (0.3, 0.45, 0.49, 0.499, 0.49999):
    gap = np.sqrt(1 - 4 * g * g)
    bare = lowest(g, 0.0, 6, BIG)
    assert np.allclose(bare, gap * (np.arange(6) // 2 + 0.5) - 0.5, atol=1e-7)
    levels = lowest(g, SPLIT, 6, BIG)
    assert np.max(np.abs(levels - bare)) <= SPLIT / 2 + 1e-8
    lam = 2 * g
    assert levels[0] >= lam * critical - (1 - lam) * SPLIT / 2 - 1e-8
    spread = np.max(np.abs(levels[1:] - EDGE))
    assert spread < previous
    previous = spread
    print(f"g={g}: r={0.5*np.arctanh(2*g):.4f}, bare spacing={gap:.5f}")
    print("   E0..E5 = " + " ".join(f"{e:.5f}" for e in levels))
assert previous < 0.05
assert abs(levels[0] - critical) < 1e-3

# Critical point: no level below the edge without splitting; dense above it
assert lowest(0.5, 0.0, 1, 4000)[0] > EDGE - 1e-9
counts, gaps = [], []
for size in (1000, 4000):
    inside = window(0.5, SPLIT, EDGE, 0.5, size)
    counts.append(len(inside))
    gaps.append(np.max(np.diff(inside)))
    print(f"g=0.5, {size} states per chain: {counts[-1]} levels in "
          f"(-0.5,0.5] omega, widest gap {gaps[-1]:.4f} omega")
assert abs(counts[1] / counts[0] - 2) < 0.15
assert gaps[1] < 0.7 * gaps[0]

# Continuum with splitting: mismatch of a dressed free packet falls as 1/t^2
points, length = 8192, 800.0
x = (np.arange(points) - points // 2) * length / points
k = 2 * np.pi * np.fft.fftfreq(points, length / points)
kinetic = lambda u: np.fft.ifft(k**2 * np.fft.fft(u))
start = np.exp(-(0.3 * x)**2 + 3j * x)
start /= np.linalg.norm(start)
mismatch = []
for t in (10.0, 20.0):
    free = np.fft.ifft(np.exp(-1j * k**2 * t) * np.fft.fft(start))
    dress = lambda u: -SPLIT / 2 * u / (x**2 + 1)
    plus = dress(free)
    row_plus = x**2 * plus + SPLIT / 2 * free - dress(kinetic(free))
    row_minus = SPLIT / 2 * plus + kinetic(free) - kinetic(free)
    mismatch.append(np.sqrt(np.linalg.norm(row_plus)**2
                            + np.linalg.norm(row_minus)**2))
    print(f"packet mismatch at t={t:.0f}/omega: {mismatch[-1]:.3e} omega")
assert abs(mismatch[0] / mismatch[1] - 4) < 0.2
print(f"mismatch ratio on doubling t: {mismatch[0]/mismatch[1]:.3f}")


# Surviving level from the reduced differential equation
def slope_at_origin(kappa):
    rhs = lambda z, y: [y[1], (kappa - SPLIT**2 / 4 / (z * z + kappa)) * y[0]]
    sol = solve_ivp(rhs, (40.0, 0.0), [1.0, -np.sqrt(kappa)],
                    method='DOP853', rtol=1e-11, atol=1e-13)
    return sol.y[1, -1] / sol.y[0, -1]


kappa = brentq(slope_at_origin, 0.05, 0.5, xtol=1e-12)
assert abs(EDGE - kappa - critical) < 1e-7
print(f"surviving level, Fock basis: {critical:.8f} omega")
print(f"surviving level, reduced equation: {EDGE-kappa:.8f} omega")
print(f"depth below continuum edge: kappa = {kappa:.8f} omega")

# Trial energy from two oppositely squeezed vacua
trial = lambda r: 0.5 * np.exp(-2*r) - SPLIT / 2 / np.sqrt(np.cosh(2*r))
best = minimize_scalar(trial, bounds=(0, 4), method='bounded')
width = np.exp(best.x)
gauss = lambda z, w: np.exp(-z*z / (2*w*w)) / (np.pi**0.25 * np.sqrt(w))
density = lambda z: (0.5 * (z * gauss(z, 1/width))**2
                     + 0.5 * (z / width**2 * gauss(z, width))**2
                     - SPLIT / 2 * gauss(z, width) * gauss(z, 1/width))
assert abs(2 * quad(density, 0, 12 * width)[0] - best.fun) < 1e-8
assert -kappa <= best.fun < 0
print(f"best trial: r={best.x:.4f}, energy={EDGE+best.fun:.5f} omega")

# Number of surviving levels for several splittings
for split in (0.2, 0.8, 1.0, 3.0):
    below = window(0.5, split, -10.0, EDGE - 1e-8, BIG)
    assert len(below) == 1 if split <= 1 else len(below) >= 2
    print(f"splitting {split} omega: {len(below)} level(s) found below edge, "
          f"lowest {below[0]:.6f} omega")

# Beyond the collapse: energies of stretched squeezed vacua, summed directly
g_far = 0.6
print(f"g = {g_far} omega, squeezed vacuum with sigma_x = -1:")
for r in (1.0, 2.0, 3.0):
    j = np.arange(6000.0)
    c = np.cumprod(np.concatenate(
        ([1 / np.sqrt(np.cosh(r))],
         np.tanh(r) * np.sqrt((2*j + 1) / (2*j + 2)))))
    n = 2 * np.arange(len(c))
    assert abs(np.sum(c**2) - 1) < 1e-9
    up, down = c / np.sqrt(2), -c / np.sqrt(2)
    root = np.sqrt((n[:-1] + 1.0) * (n[:-1] + 2.0))
    energy = (np.sum(n * (up**2 + down**2))
              + SPLIT / 2 * np.sum(up**2 - down**2)
              + 2 * g_far * np.sum(root * (up[:-1] * down[1:]
                                          + down[:-1] * up[1:])))
    formula = (-(g_far - 0.5) * np.exp(2*r) / 2
               + (g_far + 0.5) * np.exp(-2*r) / 2 - 0.5)
    assert abs(energy - formula) < 1e-7
    print(f"   r={r:.0f}: mean photons={np.sum(n*c**2):.3f}, "
          f"energy={energy:.4f} omega")
floor = [lowest(g_far, SPLIT, 1, size)[0] for size in (1000, 2000)]
assert 1.9 < floor[1] / floor[0] < 2.2
print(f"lowest truncated level, 1000 states per chain: {floor[0]:.2f} omega")
print(f"lowest truncated level, 2000 states per chain: {floor[1]:.2f} omega")

# Without splitting: rotation to the dilation generator, any real eigenvalue
x_rot = lambda u: (X * u - sp.I * sp.diff(u, X)) / sp.sqrt(2)
p_rot = lambda u: (-sp.I * sp.diff(u, X) - X * u) / sp.sqrt(2)
Y = sp.symbols('y', positive=True)
inverted = p_rot(p_rot(f)) - x_rot(x_rot(f))
wave = Y**(-sp.Rational(1, 2) + sp.I * nu)
acted = inverted.subs(f, wave.subs(Y, X)).doit().subs(X, Y)
assert sp.simplify(acted / wave + 2 * nu) == 0
print(f"hyperbolic rate gamma at g={g_far}: {np.sqrt(4*g_far**2-1):.4f} omega")

print("no test failed")
```

Printed output:

```
g = 0.3 omega: squeezing r = 0.3466, spacing = 0.8000 omega
qubit splitting = 0.8 omega; energies below in omega
g=0.3: r=0.3466, bare spacing=0.80000
   E0..E5 = -0.46997 0.23142 0.38523 0.93873 1.32313 1.62616
g=0.45: r=0.7361, bare spacing=0.43589
   E0..E5 = -0.58641 -0.08650 -0.00937 0.22059 0.54029 0.67472
g=0.49: r=1.1488, bare spacing=0.19900
   E0..E5 = -0.64706 -0.30337 -0.27092 -0.19115 -0.06420 0.07891
g=0.499: r=1.7267, bare spacing=0.06321
   E0..E5 = -0.66867 -0.43411 -0.42502 -0.40745 -0.37725 -0.31073
g=0.49999: r=2.8782, bare spacing=0.00632
   E0..E5 = -0.67175 -0.49280 -0.49217 -0.49130 -0.49003 -0.48039
g=0.5, 1000 states per chain: 79 levels in (-0.5,0.5] omega, widest gap 0.0329 omega
g=0.5, 4000 states per chain: 159 levels in (-0.5,0.5] omega, widest gap 0.0167 omega
packet mismatch at t=10/omega: 1.120e-03 omega
packet mismatch at t=20/omega: 2.792e-04 omega
mismatch ratio on doubling t: 4.012
surviving level, Fock basis: -0.67178138 omega
surviving level, reduced equation: -0.67178138 omega
depth below continuum edge: kappa = 0.17178138 omega
best trial: r=0.7132, energy=-0.64948 omega
splitting 0.2 omega: 1 level(s) found below edge, lowest -0.514702 omega
splitting 0.8 omega: 1 level(s) found below edge, lowest -0.671781 omega
splitting 1.0 omega: 1 level(s) found below edge, lowest -0.743858 omega
splitting 3.0 omega: 10 level(s) found below edge, lowest -1.621399 omega
g = 0.6 omega, squeezed vacuum with sigma_x = -1:
   r=1: mean photons=1.381, energy=-0.7950 omega
   r=2: mean photons=13.154, energy=-3.2198 omega
   r=3: mean photons=100.358, energy=-20.6701 omega
lowest truncated level, 1000 states per chain: -387.37 omega
lowest truncated level, 2000 states per chain: -783.85 omega
hyperbolic rate gamma at g=0.6: 0.6633 omega
no test failed
```
